# Comment: high reconstructed density does not prove a densely packed precipitate

**The argument under review.** An atom-probe reconstruction of a silicon tip shows a precipitate with about 87 atoms per nm³ in its core, while the matrix has the expected 50. The precipitate is known to evaporate at a lower field than the matrix. The argument runs: the reconstruction counts atoms in a volume, the count is high, so the atoms are packed about 1.7 times more densely.

The count is sound, but the volume is inferred. It rests on a magnification assumed to be the same everywhere on the tip. The question is what a low evaporation field does to that magnification when the true density does not change.

**What the reconstruction measures**

Let a patch of the tip emit atoms at lateral distance \(s\) from the axis, and let the reconstruction place them at \(S\). In steady evaporation the surface keeps its shape and recedes along the axis. A recession \(dz\) sweeps the volume \(2\pi s\,ds\,dz\) above an annulus, whatever the shape of the surface, and so releases \(n\,2\pi s\,ds\,dz\) atoms, where \(n\) is the true density.

The reconstruction gives every ion the same depth increment, \(1/(n\pi S_v^2)\), where \(S_v\) is the reconstructed radius of the field of view. I take the detection efficiency as uniform, so that it cancels. If the ions in view come from true radius \(s_v\), their number is \(n\pi s_v^2\,dz\), and the reconstructed depth is

\[
dz_{\rm rec}=c\,dz,\qquad c=(s_v/S_v)^2 .
\]

Dividing the atoms by their reconstructed volume \(2\pi S\,dS\,dz_{\rm rec}\) gives

\[
\frac{n_{\rm rec}}{n}=\frac{1}{c}\,\frac{s\,ds}{S\,dS}.
\]

Near the axis \(S=ms\), where \(m\) is the local magnification relative to the assumed one. There \(n_{\rm rec}/n=1/(c\,m^2)\). The task is to find \(m\).

**Why the patch flattens**

Take the emitter as a smooth conducting near-sphere of radius \(R\) at potential \(V\), with surface

\[
r=R\Big[1+\sum_l h_lP_l(\cos\theta)\Big],\qquad |h_l|\ll1 .
\]

Outside it, write \(\phi=V[R/r+\sum_l b_l(R/r)^{l+1}P_l]\). Setting \(\phi=V\) on the surface gives, to first order, \(1=1-\sum h_lP_l+\sum b_lP_l\), so \(b_l=h_l\). The radial field at the surface is then

\[
F=\frac VR\Big[1-2\sum_l h_lP_l+\sum_l(l+1)h_lP_l\Big]
=F_m\Big[1+\sum_l(l-1)h_lP_l\Big],
\]

with \(F_m=V/R\). The tangential field changes the magnitude only at second order.

Let the patch require the field \(F=F_m(1-\delta g)\), with \(g=\exp(-\sin^2\theta/2\omega^2)\) and \(\omega=w/R\). Its lateral width is \(w\), and its fractional field contrast is \(\delta\). Because evaporation depends steeply on field, I neglect the small field variation needed to make an inclined surface recede at the common axial speed. At first the patch evaporates too fast. It sinks until its field has fallen to the required value. Expanding \(g=\sum g_lP_l\) and matching terms gives

\[
h_l=-\frac{\delta g_l}{l-1}.
\]

The case \(l=1\) has no solution, because it merely shifts the sphere and leaves its field uniform. The chosen \(g\) avoids this by having a twin patch at the back pole, which leaves only even \(l\). On a real tip the shank takes the place of that back half.

Near the axis \(P_l\simeq1-l(l+1)\theta^2/4\). The apex curvature is \(\kappa=(r-r'')/r^2\), where primes are \(\theta\) derivatives and \(r''=-\tfrac R2\sum l(l+1)h_l\). Hence

\[
\kappa R=1+\sum_l h_l\Big[\frac{l(l+1)}2-1\Big]
=1+\frac12\sum_l h_l(l-1)(l+2)
=1-\frac{\delta}{2}\sum_l g_l(l+2).
\]

Here \(g\) is a power series in \(\cos^2\theta\) with positive coefficients, and every even power of \(\cos\theta\) has only non-negative Legendre coefficients, so all the \(g_l\) are positive. A positive \(\delta\) therefore flattens the patch.

**Why its ions converge**

On a flattened patch the surface normals fan out less, so the initial force on an off-axis ion tilts towards the axis. To find the total bend, let the ion have charge \(q\), mass \(\mu\) and angular momentum \(\Lambda=\mu r^2\dot\theta\), and start at rest. With \(P_l'=dP_l(\cos\theta)/d\theta\),

\[
\frac{d\Lambda}{dt}=-q\frac{\partial\phi}{\partial\theta}
=-qV\sum_l h_l\Big(\frac Rr\Big)^{l+1}P_l'(\theta).
\]

This torque is already first order, so it may be integrated along the undisturbed radial flight. With \(u=R/r\), that flight has speed \(v=v_\infty\sqrt{1-u}\), where \(v_\infty^2=2qV/\mu\). Using \(dt=dr/v\) and \(dr=-R\,du/u^2\),

\[
\Lambda(u)=-\frac{qVR}{v_\infty}\sum_l h_lP_l'\int_u^1\frac{x^{l-1}}{\sqrt{1-x}}\,dx,
\qquad
\Delta\theta=\int\frac{\Lambda\,dr}{\mu r^2v}
=\frac1{\mu Rv_\infty}\int_0^1\frac{\Lambda(u)\,du}{\sqrt{1-u}} .
\]

The combined prefactor is \(qV/(\mu v_\infty^2)=1/2\), so charge and mass cancel. Exchanging the order of integration leaves the inner integral \(\int_0^x du/\sqrt{1-u}=2(1-\sqrt{1-x})\), and

\[
\Delta\theta=-\sum_l h_lP_l'\int_0^1x^{l-1}\Big[\frac1{\sqrt{1-x}}-1\Big]dx
=-\sum_l C_lh_lP_l',\qquad C_l=B(l,\tfrac12)-\frac1l ,
\]

where \(B\) is the beta function. The term \(l=0\) gives no bend, since \(P_0'=0\). For \(l=1\), \(C_1=1\) and \(\Delta\theta=h_1\sin\theta\), which is the change of direction expected when a sphere is shifted by \(h_1R\).

Near the axis \(P_l'\simeq-l(l+1)\theta/2\). The ion starts at \(s=R\theta(1+\sum h_l)\) and is placed at \(S=R(\theta+\Delta\theta)\). The ratio is

\[
m=1+\sum_l h_l\Big[\frac{l(l+1)C_l}{2}-1\Big]=1-\delta K,\qquad
K=\sum_l\frac{g_l}{l-1}\Big[\frac{l(l+1)C_l}{2}-1\Big],
\]

with \(l(l+1)C_l\) read as zero for \(l=0\). This is the missing step in the argument: the lower field flattens the patch, the flattening bends ions inward, and the reconstruction puts them into too small an area.

**Two limits**

If the whole sphere has the lower field, then \(g=1\), only \(g_0=1\) survives, and \(K=1\). The areal compression is \(1/m^2\simeq1+2\delta\), which agrees to first order with the rule \((F_m/F_p)^2\), where \(F_p\) is the lower field. With the depth scale used here, such a uniform compression would leave the reconstructed density unchanged, because \(c=1/m^2\) cancels it. For a patch small compared with the field of view, \(c\) stays near one and the compression shows.

For a small patch, large \(l\) dominate. Then \(B(l,\frac12)\simeq\sqrt{\pi/l}\), and the summand of \(K\) tends to \(g_l(\tfrac12\sqrt{\pi l}-\tfrac12)\). The coefficients sum to \(g(0)=1\). With the twin included, the sum over even \(l\) becomes an integral with weight \(l\omega^2e^{-l^2\omega^2/2}\). Setting \(t=l^2\omega^2/2\),

\[
\sum_l g_l\sqrt l\to\frac{2^{1/4}}{\sqrt\omega}\int_0^\infty t^{1/4}e^{-t}dt
=\frac{2^{1/4}\Gamma(5/4)}{\sqrt\omega},
\qquad K\simeq0.955\sqrt{\frac Rw}-\frac12 .
\]

The correction vanishes as \(\sqrt{w/R}\), but slowly: at \(w/R=0.08\) the law gives 2.88 against the full sum of 3.22. At fixed \(R\) and \(\delta\), a smaller patch is thus compressed more. The mode sum gives \(K=4.54,\ 3.22,\ 2.33\) for \(w=2,\ 4,\ 8\) nm on a 50 nm tip.

**Numbers for the disputed precipitate**

Take \(R=50\) nm, \(w=4\) nm, a rough silicon evaporation field of 33 V/nm and a patch field of 30.5 V/nm. Then \(\delta=1-30.5/33=0.0758\). Give the patch the true density of silicon, \(8/(0.543\ \text{nm})^3=50.0\) nm⁻³. To first order,

\[
m=1-0.0758\times3.22=0.756 .
\]

I also solved the problem without the small-slope expansion. Exterior harmonics were fitted to the potential on the surface, the shape was adjusted until it carried the prescribed field, and the ion paths were integrated numerically. This gives \(m=0.752\) and \(1/m^2=1.77\). For a 20 nm field of view \(c=1.020\), so

\[
\frac{n_{\rm rec}}n=\frac{1.768}{1.020}=1.73,\qquad n_{\rm rec}=87\ \text{nm}^{-3}.
\]

With this assumed patch field and a Gaussian contrast, the whole reported excess appears on the axis with no change in packing. A flatter contrast profile with a sharper edge, \(\exp[-\ln2\,(s/4.71\ \text{nm})^6]\), gives about 82 nm⁻³ there, and its maximum of about 90 nm⁻³ lies on a ring at a reconstructed radius of 2.3 nm. The Gaussian peak is narrow: averaged over a reconstructed disc of radius 2 nm, the ratio is 1.60. Since the depth scale fixes the mean density in view at \(n\), the excess is paid for outside the core, where the ratio falls to 0.97 at 11 nm.

Reversing the contrast, so that the patch needs a higher field, gives \(m=1.24\) and \(1/m^2=0.65\). The same solid would then look dilute.

**Two tempting corrections**

One could accept the effect and correct for it by taking magnification inversely proportional to the local radius. In the full solution \(\kappa R=0.317\), so the local radius is 158 nm and this rule predicts a density ratio of \((158/50)^2\simeq10\). It overstates the effect because magnification is not set by apex curvature alone. The disturbance of mode \(l\) fades with height as \((R/r)^{l+1}\), and beyond it the ion flies in the radial field of the whole tip. In the computed flight near the axis, half the sideways angular momentum is gained within 0.8 nm of the surface. To first order the apex is completely flat at \(\delta=1/8.58=0.117\), where the local-radius rule predicts an infinite density. The actual first-order magnification there is still \(1-0.117\times3.22=0.62\).

The other correction, \((F_m/F_p)^2=1.17\), understates the effect. It belongs to the whole-sphere limit, and this patch is small.

**How far the model can be trusted**

The tip radius and matrix field are of a realistic size for silicon, while the precipitate is a model. A real tip has a shank, which the sphere lacks. I estimated its influence near the axis by keeping the same surface disturbance and replacing the field of the plain sphere by that of a sphere on a cone, with \(V/(F_mR)=2.84\). The shank chosen here reduces near-axis ion angles to 0.68 of their launch values. That factor depends on the cone and the flight distance, but it acts on patch and matrix alike and largely divides out. The result moves from \(1/m^2=1.77\) to 1.78. The same estimate with a paraboloidal tip, whose angle factor is 0.58, gives 1.82, so the shank matters at the level of a few percent.

Thermal motion matters little. A transverse speed \(\sqrt{k_BT/\mu}\) turns the path by \(2\sqrt{k_BT/\mu}/v_\infty\), which displaces a doubly charged ion by \(R\sqrt{2k_BT/(qV)}=0.08\) nm at 50 K, and by 0.2 nm if laser pulsing heats the surface to 300 K.

The smooth metallic surface is the weaker assumption. The dimple is 0.40 nm deep, measured against the surface 20 nm out, while one silicon (111) double layer is 0.31 nm. The calculated shape must therefore be read as an average over moving terraces. The field also enters silicon. Equating the thickness of the hole layer to its own Thomas–Fermi length, with rough values of 11.7 for the permittivity and 0.8 electron masses for the holes, gives 0.33 nm. This is only a scale: at such a field and hole density, neither a single parabolic mass nor a linear permittivity is reliable. I have not calculated how either effect changes \(m\), so the density ratio of 1.73 is a result of the model, and its digits should not be applied to a real specimen.

The model also needs a precipitate much longer in depth than the dimple, since the dimple takes time to form. For the Gaussian contrast the first-order formula fails as \(\delta K\) approaches one, where ion paths may cross and a single local magnification loses its meaning. A sharper edge brings crossing much earlier, near the rim of the patch. For profiles \(\exp[-\ln2\,(s/4.71\ \text{nm})^p]\), first order puts it at an on-axis \(\delta K\) of about 0.8, 0.6 and 0.3 for \(p=6\), 12 and 48, so a precipitate with an abrupt interface can mix matrix and patch ions at modest contrast.

**What would support the claim**

If the patch has its own true density \(n_p\), the core reading is \(n_p/(c\,m^2)\), apart from a small change in \(c\). Hit density alone cannot separate \(n_p\) from \(m\). A reading of 87 nm⁻³ fits ordinary packing with \(m=0.75\). It equally fits a true density of 91 to 93 nm⁻³ (for a sharp-edged or a Gaussian density profile of the same half-width) with \(m=1\), where the dense patch itself raises \(c\), but that would require a negligible field contrast. Contrasts in between fit densities in between.

Shape offers a partial check. In the example the radius at half field contrast shrinks from 4.7 to 3.9 nm, while steady recession stretches depths by 2%. Forming the dimple can also shorten the apparent length of the precipitate, by at most about its own depth of 0.4 nm, and by less if the dimple closes again before the last atoms leave. For a round precipitate of this size the loss of width is much larger than the net change in length, so it would appear elongated along the tip axis. An independent measurement of its atomic density would separate the two factors. A measured width gives only the compression averaged over the precipitate, here \((4.71/3.94)^2=1.43\) against 1.77 on the axis, so for this Gaussian contrast it can correct the mean density but not the core reading. For the flatter profile the two happen to agree, at about 1.67 each, so the gap depends on a contrast profile that is usually unknown. Without such evidence, the claim of dense packing should be withdrawn, though dense packing is not thereby excluded.
